**Triangular and hexagonal MX$_2$ islands from edge energies that depend on chemical potential**

The program tests the rule that an island with zigzag edge energies $g_M$ and $g_X$ per repeat is an M triangle for $g_X\ge2g_M$, an X triangle for $g_M\ge2g_X$, and a hexagon in between. Each energy is $g=b-q\,\Delta\mu$, where $\Delta\mu$ is the chalcogen chemical potential, $b$ a model value and $q$ the chalcogen excess per repeat. The excess is asserted against explicit atom counts on truncated triangular islands. The closed-form shapes are compared with a constrained minimization over six free side lengths and with an intersection of half-planes. Further assertions cover the transition points with and without edge binding to the oxide, the derivatives of the rim energy, the armchair thresholds, growth at fixed edge velocities and the ideal-gas pressure relation. The output shows an M triangle turning into a hexagon at −0.100 eV, a regular hexagon at −0.900 eV and an X triangle from −1.233 eV downwards. A uniform edge binding of 0.1 eV per repeat narrows the hexagon range from 1.133 to 1.050 eV.

## Numerical check

```python
# Result under test: an MX2 island bounded by two zigzag edge families (M, X)
# is an M triangle if g_X >= 2 g_M, an X triangle if g_M >= 2 g_X, and a
# hexagon in between; the chalcogen chemical potential dmu drives the change.
# g_M, g_X : edge free energy per edge repeat (eV), g = b - q*dmu
# b        : its value at dmu = 0;  q : excess X atoms per edge repeat
# theta    : chalcogen coverage of an edge (0, 1/2, 1)
# w        : binding of every edge to the oxide per repeat (eV)
# Lengths are in lattice constants a, areas in a^2. All b are model values.
import numpy as np
from math import lgamma, log, exp, sqrt
from scipy import constants
from scipy.optimize import minimize

B_M = {0.0: 2.2, 0.5: 0.7, 1.0: 0.5}
B_X = {0.0: 2.2, 0.5: 1.5, 1.0: 1.2}
UNITS = 10000
AREA = UNITS * sqrt(3) / 2
W_OXIDE = 0.1
TEMPERATURE = 1000.0
KT = constants.k * TEMPERATURE / constants.e
HARTREE = constants.physical_constants['Hartree energy in eV'][0]
SIX = np.arange(6) * np.pi / 3          # normals, alternating M, X, M, X, ...


def q_M(theta):
    return -2 / 3 + 2 * theta


def q_X(theta):
    return -4 / 3 + 2 * theta


def edges(dmu, w=0.0):
    """Cheapest termination of each family: g_M, g_X, theta_M, theta_X."""
    gm, tm = min((b - q_M(t) * dmu, t) for t, b in B_M.items())
    gx, tx = min((b - q_X(t) * dmu, t) for t, b in B_X.items())
    return gm - w, gx - w, tm, tx


def side_lengths(angles, h):
    """Sides of the intersection of half-planes r.n_i <= h_i."""
    n = np.column_stack([np.cos(angles), np.sin(angles)])
    t = np.column_stack([-np.sin(angles), np.cos(angles)])
    out = []
    for i in range(len(h)):
        lo, hi = -np.inf, np.inf
        for j in range(len(h)):
            if j == i:
                continue
            slope = t[i] @ n[j]
            room = h[j] - h[i] * (n[i] @ n[j])
            if abs(slope) < 1e-12:
                if room < 0:
                    hi = -np.inf
            elif slope > 0:
                hi = min(hi, room / slope)
            else:
                lo = max(lo, room / slope)
        out.append(max(0.0, hi - lo))
    return np.array(out)


def wulff_numeric(gm, gx, area):
    """Wulff shape from half-planes, scaled to the area: L_M, L_X, energy."""
    h = np.array([gm, gx] * 3)
    sides = side_lengths(SIX, h)
    sides = sides * sqrt(area / (0.5 * h @ sides))
    return sides[0], sides[1], h @ sides


def wulff_formula(gm, gx, area):
    """Closed form: L_M, L_X, energy."""
    if gx >= 2 * gm:
        unit_area = 3 * sqrt(3) * gm**2
        lm, lx = 2 * sqrt(3) * gm, 0.0
    elif gm >= 2 * gx:
        unit_area = 3 * sqrt(3) * gx**2
        lm, lx = 0.0, 2 * sqrt(3) * gx
    else:
        unit_area = sqrt(3) * (4 * gm * gx - gm**2 - gx**2)
        lm = 2 / sqrt(3) * (2 * gx - gm)
        lx = 2 / sqrt(3) * (2 * gm - gx)
    scale = sqrt(area / unit_area)
    return lm * scale, lx * scale, 2 * sqrt(area * unit_area)


# --- Excess X from explicit atom counting on truncated triangular islands.
# An X column touches three M sites; keeping columns with at least `least`
# M neighbours realises different coverages of the two edge families.
def count_excess(n, m, least):
    metal = {(i, j) for i in range(n) for j in range(n - i)
             if max(i, j, n - 1 - i - j) <= n - 1 - m}
    columns = 0
    for i in range(-1, n + 1):
        for j in range(-1, n + 1):
            near = sum(s in metal for s in ((i, j), (i + 1, j), (i, j + 1)))
            columns += near >= least
    return 2 * columns - 2 * len(metal)


for least, theta_m, theta_x in ((1, 1, 1), (2, 0, 1), (3, 0, 0)):
    corner_terms = []
    for n, m in ((12, 2), (12, 4), (17, 3), (17, 6), (22, 5), (22, 9)):
        law = 3 * (q_M(theta_m) * (n - 1 - 2 * m) + q_X(theta_x) * m)
        corner_terms.append(count_excess(n, m, least) - law)
    assert np.ptp(corner_terms) < 1e-9   # only a size-independent corner term


# --- Minimum over all six side lengths, without assumed symmetry.
TANGENTS = np.column_stack([-np.sin(SIX), np.cos(SIX)])


def polygon_area(sides):
    v = np.cumsum(sides[:, None] * TANGENTS, axis=0)
    u = np.roll(v, -1, axis=0)
    return 0.5 * np.sum(v[:, 0] * u[:, 1] - v[:, 1] * u[:, 0])


for dmu in (0.0, -0.3, -0.5, -0.9, -1.1, -1.3):
    gm, gx = edges(dmu)[:2]
    cost = np.array([gm, gx] * 3)
    start = np.full(6, sqrt(2 / (3 * sqrt(3))))
    best = minimize(lambda s: cost @ s, start, method='SLSQP',
                    bounds=[(0, None)] * 6,
                    constraints=[{'type': 'eq', 'fun': lambda s: s @ TANGENTS},
                                 {'type': 'eq',
                                  'fun': lambda s: polygon_area(s) - 1}],
                    options={'ftol': 1e-13, 'maxiter': 500})
    lm, lx, energy = wulff_formula(gm, gx, 1.0)
    assert abs(best.fun - energy) < 1e-5 * energy
    assert np.max(np.abs(best.x - np.array([lm, lx] * 3))) < 3e-3
    assert np.allclose(wulff_numeric(gm, gx, 1.0), (lm, lx, energy), atol=1e-9)

# --- First-order cost of cutting the corners of an M triangle at fixed area.
cut_cost = {}
for dmu in (0.0, -0.5):
    gm, gx = edges(dmu)[:2]
    cut_cost[dmu] = gx - 2 * gm
    h_cut = np.array([1.0, 2.0 - 1e-5] * 3)
    cut = side_lengths(SIX, h_cut)
    full_side = 2 * sqrt(3)
    full_area = sqrt(3) / 4 * full_side**2
    rescale = sqrt(full_area / (0.5 * h_cut @ cut))
    change = rescale * (np.array([gm, gx] * 3) @ cut) - 3 * full_side * gm
    assert abs(change / (3 * cut[1]) - cut_cost[dmu]) < 1e-3


# --- Transition points: bisection on the constructed shape versus formula.
def is_hexagon(dmu, w):
    gm, gx = edges(dmu, w)[:2]
    return min(wulff_numeric(gm, gx, 1.0)[:2]) > 1e-9


def bisect_boundary(triangle_side, hexagon_side, w):
    assert is_hexagon(hexagon_side, w) and not is_hexagon(triangle_side, w)
    for _ in range(50):
        middle = 0.5 * (triangle_side + hexagon_side)
        if is_hexagon(middle, w):
            hexagon_side = middle
        else:
            triangle_side = middle
    return 0.5 * (triangle_side + hexagon_side)


def boundaries(w):
    upper = (2 * B_M[1.0] - B_X[1.0] - w) / (2 * q_M(1.0) - q_X(1.0))
    lower = (2 * B_X[0.0] - B_M[0.5] - w) / (2 * q_X(0.0) - q_M(0.5))
    return upper, lower


for w in (0.0, W_OXIDE):
    upper, lower = boundaries(w)
    assert abs(bisect_boundary(0.0, -0.5, w) - upper) < 1e-6
    assert abs(bisect_boundary(-1.3, -0.5, w) - lower) < 1e-6
    inside = [is_hexagon(x, w) for x in np.linspace(upper - .001, lower + .001, 400)]
    assert all(inside)                   # no further transition in between
free_up, free_low = boundaries(0.0)
ox_up, ox_low = boundaries(W_OXIDE)
assert ox_up - ox_low < free_up - free_low
regular = (B_X[0.0] - B_M[0.5]) / (q_X(0.0) - q_M(0.5))
lm, lx, _ = wulff_numeric(*edges(regular)[:2], AREA)
assert abs(lm - lx) < 1e-8 * lm


# --- Derivatives of the minimum energy with respect to dmu.
def island_energy(dmu):
    return wulff_numeric(*edges(dmu)[:2], AREA)[2]


def island_excess(dmu):
    gm, gx, tm, tx = edges(dmu)
    lm, lx, _ = wulff_formula(gm, gx, AREA)
    return 3 * (q_M(tm) * lm + q_X(tx) * lx)


for dmu in (-0.05, -0.15, -0.5, -1.0):
    slope = (island_energy(dmu + 1e-4) - island_energy(dmu - 1e-4)) / 2e-4
    assert abs(slope + island_excess(dmu)) < 1e-2
step = 1e-3
assert abs(island_excess(free_up + 1e-7) - island_excess(free_up - 1e-7)) < 0.01


def curvature(direction):
    e0, e1, e2 = [island_energy(free_up + direction * k * step) for k in range(3)]
    return (e0 - 2 * e1 + e2) / step**2


g_at_up = edges(free_up)[0]
T_slope = -(2 * q_M(1.0) - q_X(1.0))
jump = -2 * 3**-0.25 * sqrt(AREA) * T_slope**2 / g_at_up
assert abs(curvature(+1)) < 1e-3
assert abs(curvature(-1) / jump - 1) < 0.02   # one-sided difference, order step

# --- Armchair edges appear only below the stated thresholds.
TWELVE = np.arange(12) * np.pi / 6
thresholds = {}
for dmu in (0.0, -0.9):
    gm, gx = edges(dmu)[:2]
    limit = sqrt(3) * gm if gx >= 2 * gm else (gm + gx) / sqrt(3)
    thresholds[dmu] = limit
    for factor, present in ((0.99, True), (1.01, False)):
        h = np.array([gm, factor * limit, gx, factor * limit] * 3)
        assert (side_lengths(TWELVE, h)[1] > 1e-9) == present

# --- Growth with fixed edge velocities from a regular seed (h = 1 at t = 0).
v_M, v_X = 1.0, 2.2
vanish_time = 1 / (v_X - 2 * v_M)
for factor, present in ((0.98, True), (1.02, False)):
    t = factor * vanish_time
    grown = side_lengths(SIX, np.array([1 + v_M * t, 1 + v_X * t] * 3))
    assert (grown[1] > 1e-9) == present
late = side_lengths(SIX, np.array([1 + 1e6, 1 + 1.8e6] * 3))
assert abs(late[1] / late[0] - (2 - 1.8) / (2 * 1.8 - 1)) < 1e-5


# --- Ideal X2 gas: chemical potential from adding one molecule, fixed V and T.
def gas_mu_over_kT(number):
    return lgamma(number + 2) - lgamma(number + 1)


assert abs(gas_mu_over_kT(30000) - gas_mu_over_kT(10000) - log(3)) < 1e-3


def pressure_ratio(mu_high, mu_low):
    return exp(2 * (mu_high - mu_low) / KT)


# --- Printed numbers.
print("Model edge energies b at dmu=0 and excess q, per edge repeat")
for t in (0.0, 0.5, 1.0):
    print(f"theta={t:.1f}: b_M={B_M[t]:.1f} eV q_M={q_M(t):+.4f}; "
          f"b_X={B_X[t]:.1f} eV q_X={q_X(t):+.4f}")
print(f"Island: {UNITS} formula units, area {AREA:.1f} a^2")
print("Shapes (dmu, g in eV; L in a; E in eV; theta = active coverage)")
for dmu in (0.0, -0.1, -0.2, -0.3, -0.5, -0.9, -1.2, -1.3):
    gm, gx, tm, tx = edges(dmu)
    lm, lx, energy = wulff_numeric(gm, gx, AREA)
    print(f"dmu={dmu:.1f} g_M={gm:.4f} g_X={gx:.4f} g_X/g_M={gx/gm:.4f} "
          f"L_M={lm:.2f} L_X={lx:.2f} E={energy:.2f} th_M={tm} th_X={tx}")
for dmu in (-0.2, -0.3):
    lm, lx, _ = wulff_numeric(*edges(dmu)[:2], AREA)
    print(f"Side ratio L_X/L_M at dmu={dmu:.1f} eV: {lx/lm:.4f}")
for dmu, value in cut_cost.items():
    print(f"Corner cut cost g_X-2g_M at dmu={dmu:.1f} eV: {value:+.4f} eV per a")
print(f"M triangle / hexagon transition: {free_up:.4f} eV = {free_up/HARTREE:.6f} hartree")
print(f"Regular hexagon: {regular:.4f} eV = {regular/HARTREE:.6f} hartree")
print(f"Hexagon / X triangle transition: {free_low:.4f} eV = {free_low/HARTREE:.6f} hartree")
print(f"Hexagon range without edge binding: {free_up-free_low:.4f} eV")
print(f"Edge binding to oxide w: {W_OXIDE:.2f} eV per repeat")
print(f"M triangle / hexagon transition with w: {ox_up:.4f} eV")
print(f"Hexagon / X triangle transition with w: {ox_low:.4f} eV")
print(f"Hexagon range with w: {ox_up-ox_low:.4f} eV")
print(f"Temperature: {TEMPERATURE:.0f} K, kT = {KT:.5f} eV")
print(f"X2 pressure ratio across hexagon range, w=0: {pressure_ratio(free_up, free_low):.3e}")
print(f"X2 pressure ratio across hexagon range, with w: {pressure_ratio(ox_up, ox_low):.3e}")
print(f"Pressure factor, upper transition without/with w: {pressure_ratio(free_up, ox_up):.3f}")
print(f"Excess X atoms at upper transition (no corner term): {island_excess(free_up):.1f}")
print(f"d2E/d(dmu)2, triangle side: {abs(curvature(+1)):.3f} 1/eV")
print(f"d2E/d(dmu)2, hexagon side, formula: {jump:.1f} 1/eV")
print(f"d2E/d(dmu)2, hexagon side, finite difference: {curvature(-1):.1f} 1/eV")
for dmu, value in thresholds.items():
    print(f"Armchair threshold at dmu={dmu:.1f} eV: {value:.4f} eV per a")
print(f"Kinetic case v_M={v_M:.1f}, v_X={v_X:.1f} (seed inradii per unit time)")
print(f"X edges vanish after {vanish_time:.2f} time units")
print(f"Kinetic case v_X/v_M=1.8: late side ratio L_X/L_M = {late[1]/late[0]:.4f}")
print("all assertions hold")
```

Running it gives:

```
Model edge energies b at dmu=0 and excess q, per edge repeat
theta=0.0: b_M=2.2 eV q_M=-0.6667; b_X=2.2 eV q_X=-1.3333
theta=0.5: b_M=0.7 eV q_M=+0.3333; b_X=1.5 eV q_X=-0.3333
theta=1.0: b_M=0.5 eV q_M=+1.3333; b_X=1.2 eV q_X=+0.6667
Island: 10000 formula units, area 8660.3 a^2
Shapes (dmu, g in eV; L in a; E in eV; theta = active coverage)
dmu=0.0 g_M=0.5000 g_X=1.2000 g_X/g_M=2.4000 L_M=141.42 L_X=0.00 E=212.13 th_M=1.0 th_X=1.0
dmu=-0.1 g_M=0.6333 g_X=1.2667 g_X/g_M=2.0000 L_M=141.42 L_X=0.00 E=268.70 th_M=1.0 th_X=1.0
dmu=-0.2 g_M=0.7667 g_X=1.3333 g_X/g_M=1.7391 L_M=118.17 L_X=12.44 E=321.56 th_M=0.5 th_X=1.0
dmu=-0.3 g_M=0.8000 g_X=1.4000 g_X/g_M=1.7500 L_M=119.10 L_X=11.91 E=335.86 th_M=0.5 th_X=0.5
dmu=-0.5 g_M=0.8667 g_X=1.3333 g_X/g_M=1.5385 L_M=101.58 L_X=22.57 E=354.40 th_M=0.5 th_X=0.5
dmu=-0.9 g_M=1.0000 g_X=1.0000 g_X/g_M=1.0000 L_M=57.74 L_X=57.74 E=346.41 th_M=0.5 th_X=0.0
dmu=-1.2 g_M=1.1000 g_X=0.6000 g_X/g_M=0.5455 L_M=7.89 L_X=126.29 E=253.38 th_M=0.5 th_X=0.0
dmu=-1.3 g_M=1.1333 g_X=0.4667 g_X/g_M=0.4118 L_M=0.00 L_X=141.42 E=197.99 th_M=0.5 th_X=0.0
Side ratio L_X/L_M at dmu=-0.2 eV: 0.1053
Side ratio L_X/L_M at dmu=-0.3 eV: 0.1000
Corner cut cost g_X-2g_M at dmu=0.0 eV: +0.2000 eV per a
Corner cut cost g_X-2g_M at dmu=-0.5 eV: -0.4000 eV per a
M triangle / hexagon transition: -0.1000 eV = -0.003675 hartree
Regular hexagon: -0.9000 eV = -0.033074 hartree
Hexagon / X triangle transition: -1.2333 eV = -0.045324 hartree
Hexagon range without edge binding: 1.1333 eV
Edge binding to oxide w: 0.10 eV per repeat
M triangle / hexagon transition with w: -0.1500 eV
Hexagon / X triangle transition with w: -1.2000 eV
Hexagon range with w: 1.0500 eV
Temperature: 1000 K, kT = 0.08617 eV
X2 pressure ratio across hexagon range, w=0: 2.652e+11
X2 pressure ratio across hexagon range, with w: 3.833e+10
Pressure factor, upper transition without/with w: 3.191
Excess X atoms at upper transition (no corner term): 565.7
d2E/d(dmu)2, triangle side: 0.000 1/eV
d2E/d(dmu)2, hexagon side, formula: -893.2 1/eV
d2E/d(dmu)2, hexagon side, finite difference: -887.6 1/eV
Armchair threshold at dmu=0.0 eV: 0.8660 eV per a
Armchair threshold at dmu=-0.9 eV: 1.1547 eV per a
Kinetic case v_M=1.0, v_X=2.2 (seed inradii per unit time)
X edges vanish after 5.00 time units
Kinetic case v_X/v_M=1.8: late side ratio L_X/L_M = 0.0769
all assertions hold
```
